# Foiles Inversion with a Finite Cutoff: Embedding Functions from the Rose Curve: a numerical check

```python
"""Embedding function from a prescribed binding curve (Foiles inversion).
Result under test: for an fcc crystal with nearest-neighbour distance R,
    F(rho(R)) = E(R) - Phi(R),
where rho is the summed atomic density and Phi half the summed pair energy.
A finite cutoff forces E to vanish at the cutoff; the way it vanishes fixes
F at low density. Three curves E(R) are compared:
  rose    : -Ec (1+a) exp(-a), a = alpha (R/R0-1), cut off abruptly
  shifted : Rose form shifted to zero at the cutoff, rescaled to keep Ec and B
  tapered : exactly Rose up to R_taper, then smoothly brought to zero
Energies in hartree, lengths in bohr, density dimensionless (f(R0)=1/12).
"""
import math
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar
from scipy.interpolate import CubicSpline

mp.mp.dps = 50
Ec, R0, bulk = 0.13, 5.0, 0.004
rc, R_taper = 8.25, 6.5
f_e, beta = 1.0 / 12.0, 4.0          # atomic density: amplitude, decay
phi_e, gamma = 0.01, 8.0             # pair energy: amplitude, decay
omega0 = R0**3 / math.sqrt(2.0)
alpha = math.sqrt(9 * bulk * omega0 / Ec)
xc = rc / R0 - 1
width = rc - R_taper
shells = [(12, 1.0), (6, math.sqrt(2.0)), (24, math.sqrt(3.0)),
          (12, 2.0), (24, math.sqrt(5.0))]
R_low = 3.5                          # lower bracket; five shells suffice


def ex(z):
    return mp.exp(z) if isinstance(z, mp.mpf) else math.exp(z)


def radial(r, amplitude, decay):
    if r >= rc:
        return 0 * r
    return amplitude * ex(-decay * (r / R0 - 1)) * ((rc - r) / (rc - R0))**3


def f(r):
    return radial(r, f_e, beta)


def phi(r):
    return radial(r, phi_e, gamma)


def density_sum(R):
    return sum(n * f(c * R) for n, c in shells)


def pair_sum(R):
    return sum(n * phi(c * R) for n, c in shells) / 2


def g(a):
    return (1 + a) * ex(-a)


def rose(R):
    return -Ec * g(alpha * (R / R0 - 1))


kappa = brentq(lambda k: k * k - alpha**2 * (1 - g(k * xc)), 1.0, alpha)
eps = g(kappa * xc)


def shifted(R):
    return -Ec * (g(kappa * (R / R0 - 1)) - eps) / (1 - eps)


def tapered(R):
    if R <= R_taper:
        return rose(R)
    s = (rc - R) / width
    return rose(R) * s**3 * (10 - 15 * s + 6 * s * s)


def embedding(rho, curve):
    """Invert rho(R), then subtract the pair energy from the curve."""
    if rho <= 0:
        return 0.0
    u = rho**(1 / 3)
    R = brentq(lambda t: density_sum(t)**(1 / 3) - u, R_low, rc,
               xtol=1e-14, rtol=1e-15)
    return curve(R) - pair_sum(R)


# explicit fcc lattice: integer triples with even sum
idx = np.array([(i, j, k) for i in range(-4, 5) for j in range(-4, 5)
                for k in range(-4, 5)
                if (i + j + k) % 2 == 0 and (i, j, k) != (0, 0, 0)])
unit_dist = np.sqrt((idx**2).sum(axis=1) / 2.0)


def crystal_energy(R, curve):
    d = [float(t) for t in unit_dist * R if t < rc]
    return embedding(sum(map(f, d)), curve) + 0.5 * sum(map(phi, d))


def dimer_energy(r, curve):
    return 2 * embedding(f(r), curve) + phi(r)


# --- monotonic density, exact Rose region, bulk modulus -------------------
R_grid = np.linspace(R_low, rc, 2000)
assert np.all(np.diff([density_sum(float(R)) for R in R_grid]) < 0)
rose_error = max(abs(crystal_energy(float(R), tapered) - rose(float(R)))
                 for R in np.linspace(4.5, R_taper, 41))
assert rose_error < 1e-11


def bulk_from_crystal(curve):
    h = 0.1
    e = [crystal_energy((math.sqrt(2.0) * v)**(1 / 3), curve)
         for v in (omega0 - h, omega0, omega0 + h)]
    return omega0 * (e[0] - 2 * e[1] + e[2]) / h**2


B_tapered, B_shifted = bulk_from_crystal(tapered), bulk_from_crystal(shifted)
assert abs(B_tapered / bulk - 1) < 1e-4
assert abs(B_shifted / bulk - 1) < 1e-4

# --- behaviour at the cutoff, seen by a dimer -----------------------------
jump = dimer_energy(rc - 1e-6, rose)
assert abs(jump - 2 * rose(rc)) < 1e-6
ac = kappa * xc
shifted_slope = Ec * kappa * ac * math.exp(-ac) / (R0 * (1 - eps))
dimer_slope_formula = 2 * shifted_slope * 12**(-1 / 3)
dimer_slope = -dimer_energy(rc - 1e-4, shifted) / 1e-4
assert abs(dimer_slope / dimer_slope_formula - 1) < 1e-3

A_f = f_e * math.exp(-beta * xc) / (rc - R0)**3
A_phi = phi_e * math.exp(-gamma * xc) / (rc - R0)**3
g_E = 10 * rose(rc) / width**3
slope0 = (g_E - 6 * A_phi) / (12 * A_f)


def richardson(func, x):
    return 2 * func(x / 2) - func(x)


dimer_cubic = richardson(lambda x: dimer_energy(rc - x, tapered) / x**3, 0.01)
dimer_cubic_formula = 2 * slope0 * A_f + A_phi
assert abs(dimer_cubic / dimer_cubic_formula - 1) < 1e-3

a_cut = alpha * xc
rose_log_rate = alpha / R0 * a_cut / (1 + a_cut)   # -E'/E at the cutoff
c43_formula = ((g_E * (rose_log_rate - 1.5 / width)
                - 6 * A_phi * gamma / R0) / (12 * A_f)
               - slope0 * beta / R0) * (12 * A_f)**(-1 / 3)


def c43_estimate(x):
    rho = density_sum(rc - x)
    F = tapered(rc - x) - pair_sum(rc - x)
    return (F - slope0 * rho) / rho**(4 / 3)


c43 = richardson(c43_estimate, 0.01)
assert abs(c43 / c43_formula - 1) < 2e-3


# --- jumps of the third derivative of F at interior knots -----------------
def third_derivative(Rk, side):
    """One-sided d3F/drho3 from a polynomial through (rho, F) points."""
    pts = [Rk + side * i * mp.mpf('0.001') for i in range(8)]
    rho = [density_sum(R) for R in pts]
    F = [tapered(R) - pair_sum(R) for R in pts]
    V = mp.matrix(8, 8)
    for i in range(8):
        for j in range(8):
            V[i, j] = (rho[i] - rho[0])**j
    return 6 * mp.lu_solve(V, mp.matrix(F))[3]


def central(func, R):
    h = mp.mpf('1e-12')
    return (func(R + h) - func(R - h)) / (2 * h)


R_knot = mp.mpf(rc) / shells[1][1]
drho = central(density_sum, R_knot)
dF = central(lambda R: tapered(R) - pair_sum(R), R_knot) / drho
cube = 6 * (-shells[1][1])**3
knot_formula = -(3 * A_phi * cube + dF * 6 * A_f * cube) / drho**3
knot_jump = third_derivative(R_knot, -1) - third_derivative(R_knot, 1)
assert abs(knot_jump / knot_formula - 1) < 1e-4
R_t = mp.mpf(R_taper)
taper_formula = 60 * rose(R_t) / width**3 / central(density_sum, R_t)**3
taper_jump = third_derivative(R_t, -1) - third_derivative(R_t, 1)
assert abs(taper_jump / taper_formula - 1) < 1e-4


# --- no cutoff at all: purely exponential functions -----------------------
def uncut(R, decay):
    d = unit_dist * R / R0 - 1
    y = np.exp(-decay * d).sum() / 12
    return y, rose(R) - 0.5 * phi_e * np.exp(-gamma * d).sum()


def uncut_slope(R, decay):
    y1, F1 = uncut(R * (1 - 1e-4), decay)
    y2, F2 = uncut(R * (1 + 1e-4), decay)
    return (F1 - F2) / (y1 - y2)


uncut_rows = []
for decay in (4.0, 6.0):
    s = alpha / decay
    y, F = uncut(5 * R0, decay)
    assert abs(F / (-Ec * y**s * (1 - s * math.log(y))) - 1) < 1e-3
    far, near = uncut_slope(5 * R0, decay), uncut_slope(3 * R0, decay)
    assert abs(far / (Ec * s * s * y**(s - 1) * math.log(y)) - 1) < 5e-3
    assert (abs(far) > abs(near)) == (s < 1)
    uncut_rows.append((decay, s, near, far))

# --- spline tables: uniform in rho against uniform in rho^(1/3) -----------
n_table = 201
rho_max = density_sum(4.5)
rho_nodes = np.linspace(0, rho_max, n_table)
u_nodes = np.linspace(0, rho_max**(1 / 3), n_table)
spline_rho = CubicSpline(rho_nodes,
                         [embedding(float(t), tapered) for t in rho_nodes])
spline_u = CubicSpline(u_nodes,
                       [embedding(float(t)**3, tapered) for t in u_nodes])
err_rho = err_u = 0.0
for R in np.linspace(4.5, rc - 1e-3, 800):
    R = float(R)
    rho, F = density_sum(R), tapered(R) - pair_sum(R)
    err_rho = max(err_rho, abs(float(spline_rho(rho)) - F))
    err_u = max(err_u, abs(float(spline_u(rho**(1 / 3))) - F))
assert err_u < 0.05 * err_rho

# --- tension of the crystal curve and the implied dimer -------------------
R_fine = np.linspace(R0, rc, 4001)
peaks = {}
for curve in (rose, shifted, tapered):
    slope = np.gradient([curve(float(R)) for R in R_fine], R_fine)
    k = int(np.argmax(slope))
    peaks[curve.__name__] = (slope[k], R_fine[k])
assert peaks['tapered'][0] > peaks['rose'][0]
assert peaks['tapered'][1] > R_taper
shift_dev = max(abs(shifted(float(R)) - rose(float(R)))
                for R in np.linspace(4.5, R_taper, 401))
well = minimize_scalar(lambda r: dimer_energy(r, tapered),
                       bounds=(3.2, 8.0), method='bounded')
assert 3.3 < well.x < 7.9 and well.fun < 0

# --- printed numbers ------------------------------------------------------
hartree_eV = const.value('Hartree energy in eV')
bohr = const.value('Bohr radius')
to_GPa = const.value('Hartree energy') / bohr**3 / 1e9
print(f"Ec = {Ec} hartree = {Ec*hartree_eV:.3f} eV; R0 = {R0} bohr")
print(f"B = {bulk} hartree/bohr^3 = {bulk*to_GPa:.1f} GPa")
print(f"cutoff rc = {rc} bohr; taper start = {R_taper} bohr")
print(f"density: f(R0) = {f_e:.6f}, decay beta = {beta}")
print(f"pair: phi(R0) = {phi_e} hartree, decay gamma = {gamma}")
print(f"Omega0 = {omega0:.4f} bohr^3; alpha = {alpha:.5f}")
print("Tapered: R (bohr), rho, E, Phi, F (hartree)")
for ratio in (0.9, 1.0, 1.1, 1.2, 1.3, 1.4, 1.5, 1.6):
    R = ratio * R0
    print(f"  {R:.2f} {density_sum(R):.6f} {tapered(R):.6f} "
          f"{pair_sum(R):.6f} {tapered(R)-pair_sum(R):.6f}")
print(f"max |crystal - Rose|, 4.5 to 6.5 bohr: {rose_error:.1e} hartree")
print(f"B from lattice sums, tapered: {B_tapered:.7f} hartree/bohr^3")
print(f"B from lattice sums, shifted: {B_shifted:.7f} hartree/bohr^3")
print(f"Rose energy at cutoff: {rose(rc):.6f} hartree")
print(f"  as a fraction of Ec: {-rose(rc)/Ec:.4f}")
print(f"abrupt cut, dimer energy just inside rc: {jump:.6f} hartree")
print(f"shifted: kappa = {kappa:.5f}, epsilon = {eps:.5f}")
print(f"shifted: max deviation from Rose, 4.5-6.5 bohr: "
      f"{shift_dev:.6f} hartree")
print(f"shifted: crystal slope at rc: {shifted_slope:.6f} hartree/bohr")
print(f"shifted: dimer slope at rc, measured: {dimer_slope:.6f} hartree/bohr")
print(f"shifted: dimer slope, formula: {dimer_slope_formula:.6f} hartree/bohr")
print(f"A of f = {A_f:.5e} bohr^-3; A of phi = {A_phi:.5e} hartree/bohr^3")
print(f"tapered: F'(0+) = {slope0:.4f} hartree")
print(f"tapered: dimer E/x^3, measured: {dimer_cubic:.6e} hartree/bohr^3")
print(f"tapered: dimer E/x^3, formula: "
      f"{dimer_cubic_formula:.6e} hartree/bohr^3")
print(f"rho^(4/3) coefficient, measured {c43:.3f}, "
      f"formula {c43_formula:.3f} hartree")
F_t = tapered(R_taper) - pair_sum(R_taper)
rho_t = density_sum(R_taper)
print(f"at taper start: rho = {rho_t:.6f}, F = {F_t:.6f} hartree")
print(f"  mean slope F/rho from zero: {F_t/rho_t:.4f} hartree")
F1_eq = float(-central(pair_sum, mp.mpf(R0)) / central(density_sum, mp.mpf(R0)))
print(f"F' at equilibrium: {F1_eq:.5f} hartree")
print(f"second-shell knot: R = {float(R_knot):.4f} bohr, "
      f"rho = {float(density_sum(R_knot)):.5f}")
print(f"  F''' jump: measured {float(knot_jump):.6f}, "
      f"formula {float(knot_formula):.6f} hartree")
print(f"taper knot F''' jump: measured {float(taper_jump):.3f}, "
      f"formula {float(taper_formula):.3f} hartree")
for name, (value, place) in peaks.items():
    print(f"max dE/dR, {name}: {value:.5f} hartree/bohr at {place:.3f} bohr")
for decay, s, near, far in uncut_rows:
    print(f"no cutoff, beta={decay}: alpha/beta={s:.4f}; dF/dy at 3R0 "
          f"{near:.4e}, at 5R0 {far:.4e} hartree")
print(f"spline, {n_table} nodes, rho from 0 to {rho_max:.4f}:")
print(f"  max error uniform in rho: {err_rho:.2e} hartree")
print(f"  max error uniform in rho^(1/3): {err_u:.2e} hartree")
print(f"dimer well: r = {well.x:.4f} bohr, E = {well.fun:.5f} hartree "
      f"= {well.fun*hartree_eV:.3f} eV")
print(f"  dimer binding / Ec = {-well.fun/Ec:.4f}")
print("ALL CHECKS PASSED")
```

It prints:

```
Ec = 0.13 hartree = 3.537 eV; R0 = 5.0 bohr
B = 0.004 hartree/bohr^3 = 117.7 GPa
cutoff rc = 8.25 bohr; taper start = 6.5 bohr
density: f(R0) = 0.083333, decay beta = 4.0
pair: phi(R0) = 0.01 hartree, decay gamma = 8.0
Omega0 = 88.3883 bohr^3; alpha = 4.94740
Tapered: R (bohr), rho, E, Phi, F (hartree)
  4.50 2.325126 -0.107726 0.205796 -0.313522
  5.00 1.004552 -0.130000 0.060052 -0.190052
  5.50 0.406263 -0.118480 0.016334 -0.134814
  6.00 0.149095 -0.096152 0.004020 -0.100171
  6.50 0.047023 -0.073206 0.000850 -0.074055
  7.00 0.011487 -0.045780 0.000139 -0.045919
  7.50 0.001663 -0.014000 0.000014 -0.014014
  8.00 0.000041 -0.000617 0.000000 -0.000617
max |crystal - Rose|, 4.5 to 6.5 bohr: 2.4e-16 hartree
B from lattice sums, tapered: 0.0040000 hartree/bohr^3
B from lattice sums, shifted: 0.0040000 hartree/bohr^3
Rose energy at cutoff: -0.021990 hartree
  as a fraction of Ec: 0.1692
abrupt cut, dimer energy just inside rc: -0.043979 hartree
shifted: kappa = 4.35196, epsilon = 0.22622
shifted: max deviation from Rose, 4.5-6.5 bohr: 0.006234 hartree
shifted: crystal slope at rc: 0.024441 hartree/bohr
shifted: dimer slope at rc, measured: 0.021352 hartree/bohr
shifted: dimer slope, formula: 0.021351 hartree/bohr
A of f = 1.80303e-04 bohr^-3; A of phi = 1.60701e-06 hartree/bohr^3
tapered: F'(0+) = -18.9679 hartree
tapered: dimer E/x^3, measured: -6.838339e-03 hartree/bohr^3
tapered: dimer E/x^3, formula: -6.838334e-03 hartree/bohr^3
rho^(4/3) coefficient, measured 132.276, formula 132.277 hartree
at taper start: rho = 0.047023, F = -0.074055 hartree
  mean slope F/rho from zero: -1.5749 hartree
F' at equilibrium: -0.08695 hartree
second-shell knot: R = 5.8336 bohr, rho = 0.21096
  F''' jump: measured 0.033641, formula 0.033641 hartree
taper knot F''' jump: measured 495.914, formula 495.914 hartree
max dE/dR, rose: 0.04732 hartree/bohr at 6.011 bohr
max dE/dR, shifted: 0.05380 hartree/bohr at 6.149 bohr
max dE/dR, tapered: 0.06956 hartree/bohr at 7.093 bohr
no cutoff, beta=4.0: alpha/beta=1.2369; dF/dy at 3R0 -2.3795e-01, at 5R0 -7.1914e-02 hartree
no cutoff, beta=6.0: alpha/beta=0.8246; dF/dy at 3R0 -8.7045e+00, at 5R0 -1.4294e+02 hartree
spline, 201 nodes, rho from 0 to 2.3251:
  max error uniform in rho: 4.64e-03 hartree
  max error uniform in rho^(1/3): 1.51e-07 hartree
dimer well: r = 4.4012 bohr, E = -0.18136 hartree = -4.935 eV
  dimer binding / Ec = 1.3951
ALL CHECKS PASSED
```
